# Contact resistance of a metal on a resistive film, derived twice: a program that tests the result

```python
"""Contact resistance of a metal on a resistive film.

Result under test:
    R_c = (R_k L_T / W) coth(L / L_T),   L_T = sqrt(rho_c / R_k)
R_k   sheet resistance of the film under the metal (ohm per square)
R_s   sheet resistance of the uncovered film (ohm per square)
rho_c specific contact resistance (ohm um^2 inside the program)
L, W  contact length along the current and contact width (um)
L_T   transfer length (um);  t  film thickness (um)
R_e   end resistance: film potential at the far edge / current
The metal is an equipotential and no current leaves the far film edge.
Independent checks: resistor ladders and a two-dimensional solution.
"""
import numpy as np
from scipy.linalg import solve_banded
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

UM2_PER_CM2 = 1.0e8
CM_PER_UM = 1.0e-4


def transfer_length(rho_c, R_k):
    return np.sqrt(rho_c / R_k)


def front_formula(rho_c, R_k, L, W):
    LT = transfer_length(rho_c, R_k)
    return R_k * LT / W / np.tanh(L / LT)


def end_formula(rho_c, R_k, L, W):
    LT = transfer_length(rho_c, R_k)
    return R_k * LT / W / np.sinh(L / LT)


def solve_chain(link, leak, metal_potential, injected):
    """Node potentials of a resistor chain from Kirchhoff's current law."""
    diagonal = leak.copy()
    diagonal[:-1] += link
    diagonal[1:] += link
    bands = np.zeros((3, len(leak)))
    bands[0, 1:] = -link
    bands[1] = diagonal
    bands[2, :-1] = -link
    return solve_banded((1, 1), bands, leak * metal_potential + injected)


def ladder_contact(rho_c, R_k, L, W, cells=6000):
    """Front resistance, end resistance, cell centres, interface currents."""
    h = L / cells
    link = np.full(cells - 1, W / (R_k * h))
    leak = np.full(cells, W * h / rho_c)
    injected = np.zeros(cells)
    injected[0] = 1.0
    v = solve_chain(link, leak, np.zeros(cells), injected)
    front = v[0] + R_k * h / (2 * W)
    return front, v[-1], (np.arange(cells) + 0.5) * h, leak * v


def two_contact_resistance(rho_c, R_k, R_s, L, W, gap, cells=2000):
    """Resistance between two metals joined by a film with an open gap."""
    h = L / cells
    link = np.full(2 * cells - 1, W / (R_k * h))
    link[cells - 1] = W / (R_k * h + R_s * gap)
    leak = np.full(2 * cells, W * h / rho_c)
    metal = np.repeat([0.0, 1.0], cells)
    v = solve_chain(link, leak, metal, np.zeros(2 * cells))
    return 1.0 / np.sum(leak[:cells] * v[:cells])


def path_laplacian(n):
    main = np.full(n, 2.0)
    main[0] = main[-1] = 1.0
    side = -np.ones(n - 1)
    return diags([side, main, side], [-1, 0, 1])


def two_dimensional_contact(t, L, layers=40):
    """Finite-volume R_c in units where R_s = rho_c = W = L_T = 1."""
    h = t / layers
    lead_cells = 3 * layers
    contact_cells = int(round(L / h))
    assert abs(contact_cells * h - L) < 1e-9
    nx = lead_cells + contact_cells
    resistivity = t
    matrix = (kron(path_laplacian(nx), identity(layers))
              + kron(identity(nx), path_laplacian(layers))) / resistivity
    to_metal = np.zeros((nx, layers))
    to_metal[lead_cells:, -1] = 1.0 / (1.0 / h + resistivity / 2)
    injected = np.zeros((nx, layers))
    injected[0, :] = 1.0 / layers
    matrix = (matrix + diags(to_metal.ravel())).tocsc()
    v = spsolve(matrix, injected.ravel()).reshape(nx, layers)
    return v[0].mean() + h / 2 - lead_cells * h


# Chosen model parameters
R_s = 5.0e4
rho_c_cm = 2.0e-3
rho_c = rho_c_cm * UM2_PER_CM2
W, L, t = 100.0, 5.0, 0.05
LT = transfer_length(rho_c, R_s)
long_limit = np.sqrt(rho_c * R_s) / W

print(f"Film sheet resistance R_s = {R_s:.0f} ohm per square")
print(f"Specific contact resistance rho_c = {rho_c_cm:.3e} ohm cm^2")
print(f"Contact width W = {W:.1f} um")
print(f"Contact length L = {L:.1f} um")
print(f"Film thickness t = {t:.3f} um")
print(f"Transfer length L_T = {LT:.4f} um")
print(f"L/L_T = {L / LT:.4f} (dimensionless)")
print(f"coth(L/L_T) = {1 / np.tanh(L / LT):.5f} (dimensionless)")
print(f"Long-contact limit of R_c = {long_limit:.2f} ohm")

# Ladder against formula from short to long contacts
for ratio in (0.3, 1.0, 2.5, 6.0):
    length = ratio * LT
    front, end, x, current = ladder_contact(rho_c, R_s, length, W)
    formula = front_formula(rho_c, R_s, length, W)
    assert abs(front / formula - 1) < 1e-5
    assert abs(end / end_formula(rho_c, R_s, length, W) - 1) < 1e-5
    print(f"L = {length:.1f} um: R_c ladder {front:.2f},"
          f" formula {formula:.2f} ohm")
    if ratio == 0.3:
        short = rho_c / (W * length) + R_s * length / (3 * W)
        # the next term of the series is ratio^4/45 = 1.8e-4
        assert abs(front / short - 1) < 3e-4
        print(f"L = {length:.1f} um: short-contact R_c = {short:.2f} ohm")
    if ratio == 6.0:
        assert abs(front / long_limit - 1) < 3e-5
    if ratio > 1:
        uptake = current[x < LT].sum()
        expected = 1 - np.sinh(ratio - 1) / np.sinh(ratio)
        assert abs(uptake - expected) < 1e-4
        print(f"L = {length:.1f} um: current fraction entering within L_T"
              f" = {uptake:.4f}")

R_c = front_formula(rho_c, R_s, L, W)
R_e = end_formula(rho_c, R_s, L, W)
print(f"Example contact resistance R_c = {R_c:.2f} ohm")
print(f"Example width-normalized R_c W = {R_c * W * CM_PER_UM:.3f} ohm cm")
print(f"Example end resistance R_e = {R_e:.2f} ohm")

L_one_percent = LT * np.arctanh(1 / 1.01)
front = ladder_contact(rho_c, R_s, L_one_percent, W)[0]
assert abs(front / long_limit - 1.01) < 1e-5
print(f"Length for 1% excess over long limit = {L_one_percent:.3f} um")

# Two-contact measurements, with equal and altered film under the metal
gaps = np.array([5.0, 10.0, 20.0, 40.0])
print("Gaps used in the fit = " + ", ".join(f"{g:.0f}" for g in gaps) + " um")
for name, R_k in (("equal film", R_s), ("altered film", 2.0e4)):
    LT_k = transfer_length(rho_c, R_k)
    R_c_k = front_formula(rho_c, R_k, L, W)
    totals = [two_contact_resistance(rho_c, R_k, R_s, L, W, g) for g in gaps]
    slope, offset = np.polyfit(gaps, totals, 1)
    half_intercept = offset / slope / 2
    assert abs(slope * W / R_s - 1) < 1e-5
    assert abs(offset / (2 * R_c_k) - 1) < 1e-4
    predicted = R_k / R_s * LT_k / np.tanh(L / LT_k)
    assert abs(half_intercept / predicted - 1) < 1e-4
    apparent = slope * W * half_intercept**2 / UM2_PER_CM2
    print(f"{name}: R_k = {R_k:.0f} ohm per square")
    print(f"{name}: true L_T = {LT_k:.4f} um")
    print(f"{name}: fitted R_c = {offset / 2:.2f} ohm")
    print(f"{name}: half intercept = {half_intercept:.4f} um")
    print(f"{name}: rho_c read from intercept = {apparent:.3e} ohm cm^2")

    # Recover the interface and covered film from front and end voltages
    front, end, _, _ = ladder_contact(rho_c, R_k, L, W)
    LT_found = L / np.arccosh(front / end)
    rho_found = front * W * LT_found * np.tanh(L / LT_found)
    R_k_found = rho_found / LT_found**2
    assert abs(rho_found / rho_c - 1) < 1e-4
    assert abs(R_k_found / R_k - 1) < 1e-4
    print(f"{name}: ladder end resistance = {end:.2f} ohm")
    print(f"{name}: L_T from front and end = {LT_found:.4f} um")
    print(f"{name}: rho_c from front and end ="
          f" {rho_found / UM2_PER_CM2:.3e} ohm cm^2")
    print(f"{name}: R_k from front and end = {R_k_found:.0f} ohm per square")

# Finite thickness: complete two-dimensional flow against corrected law
scaled_length = 1.5
thin_law = front_formula(1.0, 1.0, scaled_length, 1.0)
print(f"Two-dimensional test: L/L_T = {scaled_length:.1f} (dimensionless)")
for thickness in (0.2, 0.4):
    full = two_dimensional_contact(thickness, scaled_length)
    corrected = front_formula(1 + thickness**2 / 3, 1.0, scaled_length, 1.0)
    # neglected mode mixing is of third order; 2e-4 allows for the grid
    assert abs(full / corrected - 1) < 0.1 * thickness**3 + 2e-4
    assert abs(full / corrected - 1) < 0.25 * abs(full / thin_law - 1)
    print(f"t/L_T = {thickness:.1f}: R_c over thin-film law: 2D"
          f" {full / thin_law:.5f}, corrected {corrected / thin_law:.5f}")

added = R_s * t**2 / 3
R_c_thick = front_formula(rho_c + added, R_s, L, W)
print(f"Example film resistivity = {R_s * t * CM_PER_UM:.3f} ohm cm")
print(f"Example t/L_T = {t / LT:.4f} (dimensionless)")
print(f"Example added rho t/3 = {added / UM2_PER_CM2:.3e} ohm cm^2")
print(f"Example thickness change of R_c = {R_c_thick - R_c:.3f} ohm")
print("tests ok")
```

It prints:

```
Film sheet resistance R_s = 50000 ohm per square
Specific contact resistance rho_c = 2.000e-03 ohm cm^2
Contact width W = 100.0 um
Contact length L = 5.0 um
Film thickness t = 0.050 um
Transfer length L_T = 2.0000 um
L/L_T = 2.5000 (dimensionless)
coth(L/L_T) = 1.01357 (dimensionless)
Long-contact limit of R_c = 1000.00 ohm
L = 0.6 um: R_c ladder 3432.74, formula 3432.74 ohm
L = 0.6 um: short-contact R_c = 3433.33 ohm
L = 2.0 um: R_c ladder 1313.04, formula 1313.04 ohm
L = 5.0 um: R_c ladder 1013.57, formula 1013.57 ohm
L = 5.0 um: current fraction entering within L_T = 0.6481
L = 12.0 um: R_c ladder 1000.01, formula 1000.01 ohm
L = 12.0 um: current fraction entering within L_T = 0.6321
Example contact resistance R_c = 1013.57 ohm
Example width-normalized R_c W = 10.136 ohm cm
Example end resistance R_e = 165.28 ohm
Length for 1% excess over long limit = 5.303 um
Gaps used in the fit = 5, 10, 20, 40 um
equal film: R_k = 50000 ohm per square
equal film: true L_T = 2.0000 um
equal film: fitted R_c = 1013.57 ohm
equal film: half intercept = 2.0271 um
equal film: rho_c read from intercept = 2.055e-03 ohm cm^2
equal film: ladder end resistance = 165.28 ohm
equal film: L_T from front and end = 2.0000 um
equal film: rho_c from front and end = 2.000e-03 ohm cm^2
equal film: R_k from front and end = 50000 ohm per square
altered film: R_k = 20000 ohm per square
altered film: true L_T = 3.1623 um
altered film: fitted R_c = 688.36 ohm
altered film: half intercept = 1.3767 um
altered film: rho_c read from intercept = 9.477e-04 ohm cm^2
altered film: ladder end resistance = 271.75 ohm
altered film: L_T from front and end = 3.1623 um
altered film: rho_c from front and end = 2.000e-03 ohm cm^2
altered film: R_k from front and end = 20000 ohm per square
Two-dimensional test: L/L_T = 1.5 (dimensionless)
t/L_T = 0.2: R_c over thin-film law: 2D 1.00835, corrected 1.00866
t/L_T = 0.4: R_c over thin-film law: 2D 1.03223, corrected 1.03455
Example film resistivity = 0.250 ohm cm
Example t/L_T = 0.0250 (dimensionless)
Example added rho t/3 = 4.167e-07 ohm cm^2
Example thickness change of R_c = 0.113 ohm
tests ok
```
